# Jellium image plane and the metal term in the Helmholtz capacitance, part 1

(Sections cited here and not found follow in the second part.)

If the electrode is treated as a classical conductor whose charge sits on its geometrical surface, the inner-layer (Helmholtz) capacitance depends on the solvent alone. For the model solvent layer used below it is 4.78 μF/cm² for every metal and every charge. The first repair that suggests itself, letting the field penetrate the metal over a screening length, lowers this number. A self-consistent treatment of the electrons moves it the other way, to between 6.4 and 7.6 μF/cm² at zero charge when the solvent dielectric is included in the electronic problem, and to between 7.2 and 8.5 μF/cm² when the vacuum response of the metal is simply added in series. The missing quantity is the position of the charge that is added when the electrode is charged, and these notes work out where it sits.

**Conventions.** Hartree atomic units and Gaussian electrostatics are used. The metal is jellium: a rigid positive background of density $\bar n=3/(4\pi r_s^3)$ fills $x<0$, and its edge is the origin. The electron density is $n(x)$, the charge density is $\rho=\bar n\,\theta(-x)-n$, and $\sigma=\int\rho\,dx$ is the metal charge per area. The electrostatic energy of an electron is $v=-\phi$, set to zero deep in the metal. Poisson's equation $\phi''=-4\pi\rho$ then reads $v''=4\pi\rho$. Capacitances are per area; a vacuum gap of 1 bohr has $C=1/4\pi$, which is 16.732 μF/cm², and 1 μC/cm² is $1.7478\times10^{-4}$ e/bohr².

The chemical part of the electron's electrochemical potential in the bulk is fixed by $\bar n$ and does not change with $\sigma$. A change of electrode potential relative to a plane $x=d$ outside the metal is therefore a change of $\phi(-\infty)-\phi(d)=v(d)$, and the differential capacitance is $1/C=dv(d)/d\sigma$.

## 1. A sheet of charge

Put all the excess charge on a plane, $\rho=\sigma\,\delta(x-x_s)$. One integration of $v''=4\pi\rho$ from the field-free interior gives $v'=4\pi\sigma$ for $x>x_s$, and a second gives $v(d)=4\pi\sigma(d-x_s)$. Hence
$$\frac1C=4\pi(d-x_s).$$
For $x_s=0$ this is the classical plate capacitor. A sheet in front of the edge shortens the gap and raises $C$; a sheet behind it lowers $C$.

## 2. Thomas–Fermi electrons behind a wall

Let a hard wall at $x=0$ hold the electrons in (the Rice model), and let the density follow the local Fermi energy, $n=\bar n(1-v/\varepsilon_F)^{3/2}$, with $\varepsilon_F=k_F^2/2$ and $\bar n=k_F^3/3\pi^2$. To first order in $v$, $\bar n-n=3\bar n v/2\varepsilon_F$, so for $x<0$
$$v''=\kappa^2v,\qquad \kappa^2=\frac{6\pi\bar n}{\varepsilon_F}=6\pi\,\frac{k_F^3}{3\pi^2}\,\frac{2}{k_F^2}=\frac{4k_F}{\pi}.$$
The solution that vanishes inside and has $v'(0)=4\pi\sigma$ is $v=(4\pi\sigma/\kappa)e^{\kappa x}$. Then $\rho=v''/4\pi=\sigma\kappa e^{\kappa x}$, whose centroid is $\int_{-\infty}^0x\,\kappa e^{\kappa x}dx=-1/\kappa$, and $v(d)=v(0)+4\pi\sigma d=4\pi\sigma(d+1/\kappa)$. The distribution acts as a sheet at its centroid.

The nonlinear problem provides a check. Multiplying $v''=4\pi(\bar n-n)$ by $v'$ and integrating from the interior to the wall gives $\tfrac12(4\pi\sigma)^2=4\pi\int_0^{v(0)}(\bar n-n)\,dv$, that is
$$2\pi\sigma^2=\bar n\,v(0)-\tfrac25\bar n\varepsilon_F\Big[1-\big(1-v(0)/\varepsilon_F\big)^{5/2}\Big].\tag{1}$$
Solved at small charge for $r_s=3$, it gives the centroid $-v(0)/4\pi\sigma=-1.108$ bohr, and the linear formula gives $-\sqrt{\pi/(4\times0.6397)}=-1.108$ bohr.

## 3. Any charge distribution

The solution of $v''=4\pi\rho$ with $v$ and $v'$ zero in the interior is
$$v(x)=4\pi\int_{-\infty}^x(x-x')\,\rho(x')\,dx',\tag{2}$$
since one derivative gives $4\pi\int^x\rho$ (the upper-limit term vanishes with $x-x'$) and a second gives $4\pi\rho$. In a quantum treatment $\rho$ has a Friedel tail that oscillates with wave number $2k_F$, and such integrals are taken with a smooth cut-off deep in the metal, which averages the oscillation.

Choose $d$ beyond all electrons, so that the integrals cover the whole distribution: $v(d)=4\pi\sigma d-4\pi\int x\rho\,dx$. Split $\rho_\sigma=\rho_0+(\rho_\sigma-\rho_0)$, with $\rho_0$ the neutral surface, and define its dipole barrier and the centroid of the excess charge,
$$\chi_0=-4\pi\int x\rho_0\,dx,\qquad \bar x(\sigma)=\frac1\sigma\int x\,(\rho_\sigma-\rho_0)\,dx.$$
Then $v(d)=\chi_0+4\pi\sigma[d-\bar x(\sigma)]$. Differentiating at fixed $d$,
$$\frac1C=4\pi\,[d-x_{\rm im}(\sigma)],\qquad x_{\rm im}=\frac{d(\sigma\bar x)}{d\sigma}=\int x\,\frac{\partial\rho}{\partial\sigma}\,dx.\tag{3}$$
Because $\int\partial_\sigma\rho\,dx=1$, $x_{\rm im}$ is the centroid of the last increment of charge. Outside the electrons the induced potential is $\partial_\sigma v=4\pi(x-x_{\rm im})$, which extrapolates to zero at $x_{\rm im}$ as it would at the face of a classical conductor; this is the reason for the name image plane.

Writing $1/C=4\pi d+1/C_M$ defines the metal term,
$$\frac1{C_M}=-4\pi x_{\rm im}(\sigma)=\frac{d\chi}{d\sigma},\qquad \chi(\sigma)\equiv v(d)-4\pi\sigma d=\chi_0-4\pi\sigma\bar x.$$
The split depends on the origin: $C_M$ has a meaning together with a distance $d$ measured from the background edge. A negative $C_M$ is a negative contribution to a sum, while the measurable total $4\pi(d-x_{\rm im})$ stays positive for $d>x_{\rm im}$.

The sheet ($x_{\rm im}=x_s$) and the wall ($x_{\rm im}=-1/\kappa$) are recovered. The two centroids differ at finite charge. If $\bar x=x_0+s\sigma+\dots$, then $\sigma\bar x=x_0\sigma+s\sigma^2+\dots$ and $x_{\rm im}=x_0+2s\sigma+\dots$, so at zero charge the slope of $x_{\rm im}$ is twice that of $\bar x$.

## 4. Adding the solvent

Model the solvent as a rigid local dielectric: $\epsilon(x)=1$ up to $d_1$, and $\epsilon(x)=\epsilon$ in a layer of thickness $t$ that ends at $d_2=d_1+t$. Neither $d_1$ nor $\epsilon$ depends on $\sigma$. Poisson's equation becomes $(\epsilon v')'=4\pi\rho$, so $\epsilon v'=4\pi\int^x\rho$. Differentiating with respect to $\sigma$, dividing by $\epsilon$ and integrating to $d_2$,
$$\frac1{C_H}=4\pi\int_{-\infty}^{d_2}\frac{F(x)}{\epsilon(x)}\,dx,\qquad F(x)=\int_{-\infty}^x\frac{\partial\rho}{\partial\sigma}\,dx'.$$
Let $G=1-F$ be the fraction of induced charge beyond $x$. Split $x_{\rm im}=\int xF'dx$ at $d_1$ and integrate each part by parts. The inner part is $d_1F(d_1)-\int^{d_1}F$, the outer part is $-\int_{d_1}^\infty xG'=d_1G(d_1)+\int_{d_1}^\infty G$, and $F+G=1$, so $\int^{d_1}F=d_1-x_{\rm im}+\int_{d_1}^\infty G$. In the layer $\int F/\epsilon=t/\epsilon-\epsilon^{-1}\int_{d_1}^{d_2}G$. Together,
$$\frac1{4\pi C_H}=\ell_S-x_{\rm im}+\Big[\int_{d_1}^\infty G\,dx-\frac1\epsilon\int_{d_1}^{d_2}G\,dx\Big],\qquad \ell_S=d_1+\frac t\epsilon.\tag{4}$$
When no electron density reaches $d_1$, the bracket vanishes and the electrons see the same potential as in vacuum, so $x_{\rm im}$ is the vacuum value and
$$\frac1{C_H}=4\pi\,[\ell_S-x_{\rm im}(\sigma)].\tag{5}$$
For $\epsilon=1$ and $d_2$ beyond the electrons the bracket cancels and (3) returns. With overlap, $G>0$ and $\epsilon>1$ make the bracket positive, so at a frozen response $F$ the additive form (5) overestimates $C_H$. The dielectric also alters $F$, an effect that has to be computed.

## 5. Force balance fixes the inner moment

Remove the wall and treat the electrons by Kohn–Sham theory in the local density approximation (LDA). The states are $\psi_k(x)e^{i\mathbf K\cdot\mathbf r}$ with
$$\psi_k''=(2v_{\rm eff}-k^2)\,\psi_k,\qquad v_{\rm eff}=v+\mu_{xc}(n)-\mu_{xc}(\bar n),\qquad \mu_{xc}=\frac{d(n\varepsilon_{xc})}{dn},$$
decaying outside and tending to $\sin(kx-\gamma_k)$ inside. In a slab of large thickness $\Lambda$ the normalized function is $\sqrt{2/\Lambda}\,\psi_k$, there are $\Lambda\,dk/\pi$ values of $k$ in $dk$, the in-plane states with $K^2<k_F^2-k^2$ number $\pi(k_F^2-k^2)/(2\pi)^2$ per area, and spin gives a factor 2. The product is
$$n(x)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\psi_k^2\,dk.\tag{6}$$
With $\sin^2\to\tfrac12$ this gives $\pi^{-2}\cdot\tfrac23k_F^3\cdot\tfrac12=\bar n$. Equation (6) assumes that no state is bound below the band bottom.

Define $T_k=\tfrac12\psi_k'^2+(\tfrac12k^2-v_{\rm eff})\psi_k^2$. Its derivative is $\psi'\psi''+(k^2-2v_{\rm eff})\psi\psi'-v_{\rm eff}'\psi^2$, and the first two terms cancel by the Schrödinger equation, so $T_k'=-v_{\rm eff}'\psi_k^2$. Outside, $T_k\to0$; inside, $T_k\to\tfrac12k^2(\cos^2+\sin^2)=\tfrac12k^2$. Therefore $\int v_{\rm eff}'\psi_k^2dx=k^2/2$, and summing with the weight of (6),
$$\int n\,v_{\rm eff}'\,dx=\frac1{2\pi^2}\Big(\frac13-\frac15\Big)k_F^5=\frac{k_F^5}{15\pi^2}=\tfrac25\bar n\varepsilon_F.$$
The exchange-correlation part is a total derivative: $(n\mu_{xc}-n\varepsilon_{xc})'=n'\mu_{xc}+n\mu_{xc}'-\mu_{xc}n'=n\mu_{xc}'$. Its integral from bulk to vacuum is $-\bar n(\mu_{xc}-\varepsilon_{xc})$. Moving it to the right-hand side,
$$\int n\,v'\,dx=\tfrac25\bar n\varepsilon_F+\bar n(\mu_{xc}-\varepsilon_{xc})=P.$$
This is the pressure $\bar n^2d\varepsilon/d\bar n$ of the uniform gas, because the kinetic energy $\tfrac35\varepsilon_F\propto\bar n^{2/3}$ contributes $\tfrac25\varepsilon_F$ to $\bar n\,d\varepsilon/d\bar n$ and $\bar n\,d\varepsilon_{xc}/d\bar n=\mu_{xc}-\varepsilon_{xc}$.

The electrostatic side is evaluated twice. From Poisson's equation in vacuum, $\int\rho v'dx=\int v''v'dx/4\pi=(4\pi\sigma)^2/8\pi=2\pi\sigma^2$. From the definition of $\rho$, $\int\rho v'dx=\bar n\,v(0)-\int nv'dx$. Equating the two gives the Budd–Vannimenus rule for a charged surface,
$$v(0)=\frac{P+2\pi\sigma^2}{\bar n}.\tag{7}$$
It has no term linear in $\sigma$. Equation (2) at $x=0$ reads $v(0)=-4\pi\int_{-\infty}^0x\rho\,dx$. Differentiating this and (7), $4\pi\sigma/\bar n=-4\pi\int_{-\infty}^0x\,\partial_\sigma\rho\,dx$, and with (3)
$$x_{\rm im}(\sigma)=\int_0^\infty x\,\frac{\partial\rho}{\partial\sigma}\,dx-\frac\sigma{\bar n},\qquad \frac1{C_M}=\frac{4\pi\sigma}{\bar n}-4\pi\int_0^\infty x\,\frac{\partial\rho}{\partial\sigma}\,dx.\tag{8}$$

At zero charge the inner moment vanishes, and $x_{\rm im}(0)$ is the first moment of the change $\partial_\sigma\rho=-\partial_\sigma n$ in the spilled-out density. If positive charging lowers the density at every point outside the edge, then $x_{\rm im}(0)>0$, $C_M<0$, and (5) gives $C_H>1/4\pi\ell_S$. This sign condition is an assumption of the argument, checked numerically in section 7. A vanishing inner moment also means that $\partial_\sigma\rho$, unless it is zero for all $x<0$, changes sign inside the metal, which the exponential of section 2 does not do.

*Limit of the wall.* With a wall the electrons do not fade out at the surface; they press on it with the Thomas–Fermi pressure $p_w=P(1-v(0)/\varepsilon_F)^{5/2}$, $P=\tfrac25\bar n\varepsilon_F$. Then $\int nv'=P-p_w$ and $\bar nv(0)=P-p_w+2\pi\sigma^2$, which is (1). To first order $P-p_w=\tfrac52Pv(0)/\varepsilon_F=\bar nv(0)$: the change of the wall force balances any linear $v(0)$, and nothing forbids a negative inner moment. The sign of the Rice result comes from the wall.

*Limit of strong positive charge.* Let a sharp electron edge retreat by $w=\sigma/\bar n$, exposing bare background. Then $\bar x=-w/2$, $\sigma\bar x=-\sigma^2/2\bar n$ and $x_{\rm im}=-\sigma/\bar n$, which is (8) without the outer moment.

For $\sigma<0$ the potential falls outside and electrons can tunnel away, so $T_k\to0$ holds as an approximation, good while the barrier out to the counter-charge stays opaque. Equations (7) and (8) were derived for a vacuum gap; a dielectric that overlaps the tail takes up force and modifies them.

Force balance makes the inner moment vanish at zero charge, so $x_{\rm im}(0)$ is positive if positive charging lowers the electron density everywhere outside the edge. It remains to compute the induced charge, check that condition, and find how $x_{\rm im}$ and $C_H$ vary with electron density and with charge.
